\section*{When the Dirac Heisenberg Force Becomes the Classical Lorentz Force}

\section{The result}

Hartree atomic units are used, with $\hbar=1$, $c\approx137$ and fields defined so that the classical force is $q(\mathbf E+\mathbf v\times\mathbf B)$. The mass $m$ is kept in the formulas; an electron has $m=1$ and $q=-1$. The Hamiltonian of a Dirac particle in smooth potentials $\phi(\mathbf r,t)$ and $\mathbf A(\mathbf r,t)$ is
\begin{equation}
H=K+q\phi,\qquad K=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2,\qquad \boldsymbol\pi=\mathbf p-q\mathbf A .
\label{H}
\end{equation}
The fields are $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. States are normalised, smooth and localised, so that all the mean values below exist. Repeated indices are summed unless they label a fixed component.

\paragraph{Theorem.}
(i) In the Heisenberg picture
\begin{equation}
\frac{d\mathbf r}{dt}=c\boldsymbol\alpha,\qquad
\frac{d\boldsymbol\pi}{dt}=q\left(\mathbf E+c\,\boldsymbol\alpha\times\mathbf B\right).
\label{heis}
\end{equation}

(ii) For any state $\psi$, sign $s=\pm1$ and number $\varepsilon>0$,
\begin{equation}
\left|\langle c\alpha_i\rangle-\frac{s\,c^2\langle\pi_i\rangle}{\varepsilon}\right|\le\frac{c\,\delta}{\varepsilon},
\qquad \delta=\|(K-s\varepsilon)\psi\| .
\label{bound}
\end{equation}

(iii) Let $\psi$ contain one sign $s$ of $K$, and let it be a packet narrow in $\boldsymbol\pi$ and narrow in $\mathbf r$ on the scale over which the fields vary. Then, as long as these conditions persist and to leading order in the packet widths and in $\hbar$, its mean values obey
\begin{equation}
\frac{d\boldsymbol\pi}{dt}=q(\mathbf E+\mathbf v\times\mathbf B),\quad
\mathbf v=\frac{s\,c^2\boldsymbol\pi}{\varepsilon(\boldsymbol\pi)},\quad
\varepsilon(\boldsymbol\pi)=\sqrt{m^2c^4+c^2\boldsymbol\pi^2}.
\label{classical}
\end{equation}

(iv) For a free state of sharp momentum $\mathbf p\ne0$ with weights $w_+$ and $w_-$ of the two signs, the time-averaged velocity is $(w_+-w_-)c^2\mathbf p/\varepsilon$. It has the classical value of sign $s$ only if the weight of the other sign is zero.

In units with $c=1$ and with $q=e$, the second equation of (\ref{heis}) reads $d\boldsymbol\pi/dt=e(\mathbf E+\boldsymbol\alpha\times\mathbf B)$. It has the form of the Lorentz force for every state. What projection supplies is the relation between velocity and momentum, which turns the form into a closed classical law.

\section{Proof of the Heisenberg equation}

The matrices satisfy $\{\alpha_i,\alpha_j\}=2\delta_{ij}$, $\{\alpha_i,\beta\}=0$ and $\beta^2=1$, and they commute with $\mathbf r$ and $\mathbf p$. An operator with explicit time dependence obeys $dO/dt=i[H,O]+\partial_tO$.

For the position, only $\mathbf p$ in $K$ fails to commute with $r_i$. Since $[p_j,r_i]=-i\delta_{ij}$,
\begin{equation}
\frac{dr_i}{dt}=i\,c\,\alpha_j[p_j,r_i]=c\,\alpha_i .
\end{equation}
For the momentum, first find the commutator of two components. With $[p_i,f]=-i\partial_if$,
\begin{align}
[\pi_i,\pi_j]&=-q[p_i,A_j]-q[A_i,p_j]\nonumber\\
&=iq(\partial_iA_j-\partial_jA_i)=iq\,\epsilon_{ijk}B_k .
\label{comm}
\end{align}
The three contributions to $d\pi_i/dt$ are then
\begin{align}
i[c\alpha_j\pi_j,\pi_i]&=ic\,\alpha_j\,(iq\,\epsilon_{jik}B_k)=qc\,\epsilon_{ijk}\alpha_jB_k,\\
i[q\phi,\pi_i]&=iq\,(i\partial_i\phi)=-q\,\partial_i\phi,\\
\partial_t\pi_i&=-q\,\partial_tA_i .
\end{align}
In the first line $-\epsilon_{jik}=\epsilon_{ijk}$ was used. The mass term commutes with $\pi_i$. The last two lines add up to $qE_i$, and the first is $qc(\boldsymbol\alpha\times\mathbf B)_i$. This proves (i). No approximation was made, and no ordering question arises, because $\boldsymbol\alpha$ and $\mathbf B(\mathbf r,t)$ commute.

The operator $c\boldsymbol\alpha$ is nevertheless unlike a classical velocity. Since $(c\alpha_i)^2=c^2$ and $\alpha_i$ has zero trace, each component has the eigenvalues $+c$ and $-c$ whatever the momentum is. Two states with the same $\langle\boldsymbol\pi\rangle$ can therefore have different $\langle c\boldsymbol\alpha\rangle$ and feel different magnetic forces.

\section{From the matrix velocity to the momentum}

\paragraph{Lemma 1.} In any fields,
\begin{equation}
\{K,c\alpha_i\}=2c^2\pi_i .
\label{key}
\end{equation}

\emph{Proof.} Because $\alpha_i$ commutes with $\pi_j$,
\begin{equation}
\{K,c\alpha_i\}=c^2\{\alpha_j,\alpha_i\}\pi_j+mc^3\{\beta,\alpha_i\}
=2c^2\delta_{ij}\pi_j .
\end{equation}

\paragraph{Proof of (ii).} Subtract $s\varepsilon$ from $K$ in (\ref{key}) and take the mean value:
\begin{equation}
2\,\mathrm{Re}\,\langle (K-s\varepsilon)\psi\,|\,c\alpha_i\psi\rangle
=2c^2\langle\pi_i\rangle-2s\varepsilon\langle c\alpha_i\rangle .
\end{equation}
The Schwarz inequality and $\|c\alpha_i\psi\|=c$ bound the left side by $2c\delta$ in magnitude. Division by $2\varepsilon$, with $s^2=1$, gives (\ref{bound}).

\paragraph{Lemma 2.} The spectrum of $K$ has a gap from $-mc^2$ to $mc^2$. If $\psi$ contains one sign $s$ only, then
\begin{equation}
\delta\le\frac{c^2}{\varepsilon+mc^2}\,
\left\|\left(\boldsymbol\pi^2-\bar{\boldsymbol\pi}^2-q\,\boldsymbol\Sigma\cdot\mathbf B\right)\psi\right\|,
\label{delta}
\end{equation}
where $\bar{\boldsymbol\pi}=\langle\boldsymbol\pi\rangle$, $\varepsilon=\varepsilon(\bar{\boldsymbol\pi})$, and $\Sigma_k$ is the Pauli matrix $\sigma_k$ acting on both pairs of spinor components.

\emph{Proof.} The cross terms in $K^2$ vanish because $\alpha_i$ and $\beta$ anticommute. With $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$ and (\ref{comm}),
\begin{align}
(\boldsymbol\alpha\cdot\boldsymbol\pi)^2&=\boldsymbol\pi^2+\tfrac{i}{2}\epsilon_{ijk}\Sigma_k[\pi_i,\pi_j]
=\boldsymbol\pi^2-q\,\boldsymbol\Sigma\cdot\mathbf B,\nonumber\\
K^2&=m^2c^4+c^2(\boldsymbol\pi^2-q\,\boldsymbol\Sigma\cdot\mathbf B).
\label{square}
\end{align}
Here $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$ was used. The operator $(\boldsymbol\alpha\cdot\boldsymbol\pi)^2$ is the square of a Hermitian operator, so $K^2\ge m^2c^4$, which is the gap. On states of sign $s$ one has $K=s|K|$, hence $\delta=\|(|K|-\varepsilon)\psi\|$. Now $(|K|+\varepsilon)(|K|-\varepsilon)=K^2-\varepsilon^2$, and the first factor is at least $\varepsilon+mc^2$. Dividing by this smallest value and inserting (\ref{square}) gives (\ref{delta}).

\paragraph{Proof of (iii).} By Lemma 2, $\delta$ is small for a one-sign packet with a narrow momentum distribution, apart from a spin term that carries a factor $\hbar$ when ordinary units are restored. By (\ref{bound}) the velocity is then $s\,c^2\bar{\boldsymbol\pi}/\varepsilon$, with a small relative error when $\delta\ll c|\bar{\boldsymbol\pi}|$.

The fields must still be replaced by their values at the packet centre $\bar{\mathbf r}=\langle\mathbf r\rangle$. Write $B_k(\mathbf r)=B_k(\bar{\mathbf r})+\Delta B_k$. The Schwarz inequality gives
\begin{equation}
\left|\langle c\alpha_jB_k\rangle-B_k(\bar{\mathbf r})\langle c\alpha_j\rangle\right|
\le c\,\|\Delta B_k\,\psi\| ,
\end{equation}
and the corresponding error in $\langle E_i\rangle$ is at most $\|\Delta E_i\,\psi\|$. Both are small if the packet is narrow compared with the length $L$ over which the fields vary. Inserting these replacements in the mean value of (\ref{heis}) gives (\ref{classical}).

Since $\Delta r\,\Delta\pi\ge\tfrac12$ along each axis, the packet can have both $\Delta r\ll L$ and $\Delta\pi\ll|\bar{\boldsymbol\pi}|$ only if $|\bar{\boldsymbol\pi}|L\gg1$. In a magnetic field (\ref{comm}) adds $\Delta\pi_x\Delta\pi_y\ge\tfrac12|q\langle B_z\rangle|$, so $\Delta\pi\ll|\bar{\boldsymbol\pi}|$ also requires $\bar{\boldsymbol\pi}^2\gg|q|B$, even when the field is uniform. These semiclassical conditions are sufficient, but not always necessary. For a slow particle in a uniform field with $|q|B\ll m^2c^2$, $\varepsilon\approx mc^2$ over the whole packet, the law is nearly linear in $\boldsymbol\pi$, and the mean momentum follows the orbit even when $\bar{\boldsymbol\pi}^2<|q|B$. Forces on the spin in a non-uniform magnetic field lie among the dropped terms. Projection on one sign is thus not sufficient by itself: a broad one-sign packet need not follow a single classical orbit.

\paragraph{Remark: the two signs and the slow limit.} For $s=+1$ and $|\boldsymbol\pi|\ll mc$, $\varepsilon\to mc^2$ and $\mathbf v\to\boldsymbol\pi/m$. For $s=-1$ the velocity is opposite to $\boldsymbol\pi$. Put $\mathbf P=-\boldsymbol\pi$; then
\begin{equation}
\mathbf v=\frac{c^2\mathbf P}{\varepsilon},\qquad
\frac{d\mathbf P}{dt}=-q(\mathbf E+\mathbf v\times\mathbf B).
\end{equation}
This is the usual Lorentz law for a particle of charge $-q$. Either sign alone gives a classical law, but the two laws differ.

\section{Why a mixture does not obey the law}

\paragraph{Proof of (iv).} Without fields, $\boldsymbol\pi=\mathbf p$ is constant and $K^2=\varepsilon^2$, so $K^{-1}=K/\varepsilon^2$. Define
\begin{equation}
\mathbf F=c\boldsymbol\alpha-c^2\mathbf pK^{-1}.
\end{equation}
Lemma 1 gives $K\mathbf F+\mathbf FK=2c^2\mathbf p-2c^2\mathbf p=0$. Moving $\mathbf F$ past $K$ therefore reverses the sign of $K$, and
\begin{equation}
\mathbf F(t)=e^{iKt}\mathbf Fe^{-iKt}=e^{2iKt}\mathbf F
=\left(\cos2\varepsilon t+\frac{iK}{\varepsilon}\sin2\varepsilon t\right)\mathbf F .
\label{tremble}
\end{equation}
This part averages to zero over the period $\pi/\varepsilon$, where $\pi$ is the number. The constant part of the velocity is $c^2\mathbf p\langle K^{-1}\rangle=(w_+-w_-)c^2\mathbf p/\varepsilon$. As $w_++w_-=1$, the factor $w_+-w_-$ equals $+1$ only for $w_-=0$ and $-1$ only for $w_+=0$.

The average is needed in this statement, because the oscillating velocity of a mixture may pass through a classical value at single instants. At $\mathbf p=0$ the average vanishes for all weights and cannot tell the signs apart.

\paragraph{A state with momentum but no initial velocity.} Take $\mathbf p=(p,0,0)$ and the spinor $(1,0,0,0)$, and put $v=c^2p/\varepsilon$. Since $\boldsymbol\alpha$ connects upper with lower components, $\langle c\boldsymbol\alpha\rangle=0$ at $t=0$. Further, $\langle K\rangle=mc^2$, so
\begin{equation}
\langle F_x\rangle=-\frac{c^2p\,mc^2}{\varepsilon^2}=-v\,\frac{mc^2}{\varepsilon},\qquad \langle F_y\rangle=0 .
\end{equation}
The sine term in (\ref{tremble}) needs $\langle KF_i\rangle=\langle Kc\alpha_i\rangle-c^2p_i$. The mass term contributes $mc^3\langle\beta\alpha_i\rangle=0$. The rest is $c^2p\langle\alpha_x\alpha_i\rangle-c^2p_i$, which is zero for $i=x$ and $ic^2p\langle\Sigma_z\rangle=ic^2p$ for $i=y$. Adding the constant part of the velocity,
\begin{align}
\langle c\alpha_x\rangle&=v\,\frac{mc^2}{\varepsilon}\,(1-\cos2\varepsilon t),\label{vx}\\
\langle c\alpha_y\rangle&=-v\sin2\varepsilon t .
\label{vy}
\end{align}
In a magnetic field along $z$, weak enough not to bend the path during one trembling period, the force starts at zero although $p\ne0$. It then acquires a component along the momentum, which $q\mathbf v\times\mathbf B$ with $\mathbf v\parallel\boldsymbol\pi$ cannot have.

In a uniform electric field with $\mathbf B=0$ the force is $q\mathbf E$ for any mixture. Projection is then not needed for the force, but it is still needed for the relation between $\boldsymbol\pi$ and velocity.

\section{Which fields preserve the sign?}

\paragraph{Static magnetic field.} Let $\phi=0$ and let $\mathbf A$ be independent of time. Then $K=H$ is conserved, and so are the projectors $\Lambda_s$ on its two signs. Put $\mathbf V=\Lambda_sc\boldsymbol\alpha\Lambda_s$. Placing (\ref{key}) between projectors and using $K\Lambda_s=s|K|\Lambda_s$ gives
\begin{equation}
|K|\mathbf V+\mathbf V|K|=2s\,c^2\,\Lambda_s\boldsymbol\pi\Lambda_s .
\label{sym}
\end{equation}
This is $\mathbf v=s\,c^2\boldsymbol\pi/\varepsilon$ with a symmetrised product, and it holds without a semiclassical approximation. If $\mathbf B$ is also uniform, projection of (\ref{heis}) gives
\begin{equation}
\frac{d}{dt}(\Lambda_s\boldsymbol\pi\Lambda_s)=q\,\mathbf V\times\mathbf B .
\end{equation}

For motion in the plane normal to $\mathbf B$, (\ref{comm}) makes $\pi_x,\pi_y$ an oscillator pair, and $\pi_x^2+\pi_y^2$ has the eigenvalues $|q|B(2k+1)$, $k=0,1,\dots$ The spin term in (\ref{square}) shifts these by $\pm|q|B$. The positive energies are therefore $E_n=\sqrt{m^2c^4+2nc^2|q|B}$, and
\begin{equation}
E_{n+1}-E_n=\frac{E_{n+1}^2-E_n^2}{E_{n+1}+E_n}=\frac{c^2|q|B}{(E_{n+1}+E_n)/2}.
\label{gap}
\end{equation}
This is the classical cyclotron frequency $\omega=c^2|q|B/\varepsilon$ taken at the mean energy of the two levels.

\paragraph{Uniform electric field.} An electric field can change the sign. Consider motion along a field $E$ in the $x$ direction, with $\phi=0$ and $A_x=-Et$, so that $\pi=p+qEt$. Let $p=0$, so that the initial spinor $(1,0,0,0)$ has purely positive sign at $t=0$. Only the first and fourth components are involved, and on them
\begin{equation}
K=\varepsilon\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},\qquad \tan\theta=\frac{\pi}{mc}.
\end{equation}
The eigenvectors are $|+\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|-\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$, so $\partial_t|+\rangle=\frac{\dot\theta}2|-\rangle$. Insert $\psi=a_+e^{-i\chi}|+\rangle+a_-e^{i\chi}|-\rangle$ with $\dot\chi=\varepsilon$ into $i\partial_t\psi=K\psi$. The component along $|-\rangle$ gives
\begin{equation}
\dot a_-=-\frac{\dot\theta}{2}\,a_+e^{-2i\chi}.
\end{equation}
For a weak field put $a_+=1$ and integrate by parts. The boundary terms have magnitudes $g(0)$ and $g(t)$, where
\begin{equation}
g=\frac{|\dot\theta|}{4\varepsilon}=\frac{|qE|mc^3}{4\varepsilon^3},
\qquad \dot\theta=\frac{qE\,mc^3}{\varepsilon^2}.
\end{equation}
A second integration by parts shows that the remaining integral is of second order in $E$. To first order, then, $|a_-|\le g(0)+g(t)$. The sign is nearly preserved if $|qE|\ll m^2c^3$.

\section{An electron packet in a magnetic field}

The parameters are $p_0=100$ along $x$ and $B=100$ along $z$, with $\phi=0$. This field, about $2.35\times10^7$ T, is far above laboratory values; it makes the quantum corrections visible. Then $mc^2=18778.9$ and $\varepsilon=23247.2$, so $v=c^2p_0/\varepsilon=80.78$, and the classical force is $vB=8078$. The cyclotron frequency has the same numerical value as $v$, because $p_0=B$ here. For $n=50$ and $51$, diagonalization of $K$ in a finite oscillator basis gives the energies $23247.25$ and $23327.89$. Their gap, $80.639$, agrees with (\ref{gap}).

The initial state is a coherent state of the oscillator pair with $\langle\boldsymbol\pi\rangle=(100,0)$, multiplied by the spinor $(1,0,0,0)$. The eigenvectors of $K$ split it into a positive part of weight $0.903$ and a negative part of weight $0.097$. After normalisation these parts have
\begin{align}
s=+1:&\quad \langle\pi_x\rangle=100.02,\quad\langle c\alpha_x\rangle=80.47,\\
s=-1:&\quad \langle\pi_x\rangle=101.60,\quad\langle c\alpha_x\rangle=-81.53 .
\end{align}
Their velocities differ from $s\,c^2\langle\pi_x\rangle/\varepsilon$, with $\varepsilon$ taken at each mean momentum, by $0.32$ and $0.09$. The bound (\ref{bound}) allows $3.4$ and $3.3$. The weighted momenta add up to $0.903\times100.02+0.097\times101.60\approx100.2$, not $100$. The small difference comes from cross terms between the signs, since $\boldsymbol\pi$ does not commute with $\Lambda_s$.

For the unsplit packet the initial velocity is zero. At $t=3\times10^{-5}$ one has $2\varepsilon t=1.395$, and (\ref{vx}) and (\ref{vy}) give
\begin{align}
\langle c\alpha_x\rangle&\approx65.25\,(1-0.175)=53.8,\\
\langle c\alpha_y\rangle&\approx-80.78\times0.9846=-79.5 .
\end{align}
With $q=-1$ the force is $(-B\langle c\alpha_y\rangle,\,B\langle c\alpha_x\rangle)\approx(7950,5380)$. The slope of $\langle\boldsymbol\pi\rangle$ in the evolved packet, found by central differences, is $(7917,5374)$. The sharp-momentum formulas thus describe the packet well at this early time. A classical electron would feel nearly $(0,8078)$.

After a quarter of the classical period, $t=0.01945$, the mean momenta can be compared with numerical solutions of (\ref{classical}) started from the same values:
\begin{align}
s=+1:&\quad(0.63,\,99.94),\quad\text{classical }(0.01,\,100.02),\\
s=-1:&\quad(1.06,\,-101.53),\quad\text{classical }(0.89,\,-101.60).
\end{align}
The parts turn in opposite directions, as the two signs of $\mathbf v$ require. The deviations are $0.63\%$ and $0.19\%$ of $p_0$. With $B=50$, and twice the time for the same quarter turn, the deviation of the positive part falls to $0.31\%$. The ratio of $2.00$ is that of a correction linear in $B$.

The unsplit packet has $\langle\boldsymbol\pi\rangle=(0.67,80.37)$ at the same time. The two classical orbits weighted by $0.903$ and $0.097$ give $(0.10,80.43)$. The length of the mean momentum has fallen from $100$ to $80.4$. The force $q\mathbf v\times\mathbf B$ does no work and would keep that length fixed, so no single orbit of (\ref{classical}) describes the mixture, while each part alone has kept its length at this time. Over longer times a one-sign packet also loses length, because the spacing (\ref{gap}) varies with $n$ and the packet spreads along the orbit: for the positive part the length is $74.9$ after five periods.

In a separate electric run, $E=-10^4$ accelerates the electron from $\pi=0$ to $\pi=100$ in a time $0.01$. The field is small compared with $m^2c^3/|q|=2.57\times10^6$. Integration in short time steps gives a largest opposite-sign amplitude of $1.94\times10^{-3}$, equal to $2g(0)$ at this precision. The final velocity is $80.99$, against the classical $80.78$. The difference, $0.21$, comes from interference of the two signs through $\langle-|c\alpha_x|+\rangle=c\,mc^2/\varepsilon$, which is real. The boundary term $g(t)$ enters the relative amplitude $a_-e^{2i\chi}$ as a purely imaginary number and drops out, so to first order the velocity oscillates about the classical value with amplitude $2g(0)\,c\,mc^2/\varepsilon=0.215$. In this field the electron stays almost entirely on the positive branch, and its final velocity differs from the classical value by $0.3\%$ of that value.

Numbers in the example were calculated in double precision.
